# Slater and response parts of the exchange potential of beryllium: test program

```python
# Be atom, exchange-only Kohn-Sham theory (OEP), hartree atomic units.
# Result under test: v_x = dE_x/drho = v_S + v_resp, with radial orbitals P1 (1s), P2 (2s),
#   v_S     = -sum_ij P_i P_j Y_ij / sum P^2,  Y_ij(r) = int P_i P_j / r_> dr'  (Slater/hole part)
#   v_resp  = (1/2) int int rho rho' (dg/drho)/r12 = w1*f1 + v_shift,  f1 = P1^2/sum P^2
#   v_shift = -(sum_i p_i P_i')'/sum P^2,  (h-e_i) p_i = -(v_x-u_i-w_i) P_i,  sum p_i P_i = 0
#   u_i P_i = -sum_j Y_ij P_j,  w_i = <P_i|v_x-u_i|P_i>,  w2 = 0 equivalent to v_resp(inf) = 0
#   1 + r v_S = int_r^inf h(r,r')(1-r/r') dr',  h = radial hole density, g = pair factor.
# Grid: finite-element Gauss-Lobatto DVR; coefficients c = sqrt(weight)*P(node).
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
Z = 4.0
EDGES = np.array([0, .1, .25, .45, .7, .95, 1.2, 1.5, 1.9, 2.4, 3.1, 4, 5.2, 7,
                  9.5, 12.5, 16, 20, 24.])
RCUT = 12.0   # beyond this v_resp is set to zero, to keep round-off out of the far tail

class Grid:
    def __init__(self, n):
        leg = Legendre.basis(n - 1)
        x = np.concatenate(([-1.], np.sort(leg.deriv().roots().real), [1.]))
        px = leg(x)
        wx = 2/(n*(n - 1)*px**2)
        d = px[:, None]/px[None, :]/(x[:, None] - x[None, :] + np.eye(n))
        np.fill_diagonal(d, 0.)
        np.fill_diagonal(d, -d.sum(1))
        ne = len(EDGES) - 1
        m = ne*(n - 1) + 1
        r, w, stiff, der = np.zeros(m), np.zeros(m), np.zeros((m, m)), np.zeros((m, m))
        for e in range(ne):
            a = (EDGES[e + 1] - EDGES[e])/2
            sl = slice(e*(n - 1), e*(n - 1) + n)
            r[sl] = EDGES[e] + a*(x + 1)
            w[sl] += a*wx
            stiff[sl, sl] += (d.T*wx) @ d/a
            der[sl, sl] += wx[:, None]*d
        self.D = (der/w[:, None])[1:-1, 1:-1]     # d/dr of values vanishing at both ends
        self.r, self.w = r[1:-1], w[1:-1]
        sw = np.sqrt(self.w)
        lap = stiff[1:-1, 1:-1]/np.outer(sw, sw)  # -d2/dr2
        self.T = lap/2
        self.h0 = self.T - np.diag(Z/self.r)
        self.C = np.linalg.inv(lap)/np.outer(self.r*sw, self.r*sw) + 1/EDGES[-1]  # 1/r_>

    def at(self, f, x):
        x = np.atleast_1d(np.asarray(x, float))
        out = np.zeros_like(x)
        el = np.searchsorted(EDGES, x, side='right') - 1
        for e in np.unique(el):
            k = (self.r > EDGES[e] - 1e-9) & (self.r < EDGES[e + 1] + 1e-9)
            out[el == e] = BarycentricInterpolator(self.r[k], f[k])(x[el == e])
        return out

def exchange(G, c):
    gam = c @ c.T
    fock = -gam*G.C
    uc = fock @ c
    s2 = (c**2).sum(1)
    return gam, fock, uc, s2, (c*uc).sum(1)/s2, -(gam**2*G.C).sum()

def run_scf(G, mode, V=None):
    if V is None:
        V = np.diag(3*(1 - np.exp(-2*G.r))/G.r)
    for it in range(300):
        e, U = np.linalg.eigh(G.h0 + V)
        c = U[:, :2]
        gam, fock, uc, s2, vS, Ex = exchange(G, c)
        vH = G.C @ (2*s2)
        f1 = c[:, 0]**2/s2
        vr, green = np.zeros_like(vS), []
        if mode == 'KLI':
            vr = f1*(c[:, 0] @ (vS*c[:, 0] - uc[:, 0]))/(1 - c[:, 0]**2 @ f1)
        if mode == 'OEP':
            s = np.sqrt(s2)
            K, b = np.outer(s, s)/2, np.zeros_like(s)   # outer product lifts the constant mode
            for i in range(2):
                den = e - e[i]
                den[i] = np.inf
                green.append((U/den) @ U.T)
                di = c[:, i]/s
                K = K + di[:, None]*green[i]*di[None, :]
                b -= di*(green[i] @ (vS*c[:, i] - uc[:, i]))
            vr = np.linalg.solve(K, b)/s
            vr -= c[:, 1] @ ((vS + vr)*c[:, 1] - uc[:, 1])   # impose w2 = 0
            vr[G.r > RCUT] = 0.
        Vn = np.diag(vH) + (fock if mode == 'HF' else np.diag(vS + vr))
        err = np.linalg.norm((Vn - V) @ c)
        if err < 1e-8:
            break
        V = 0.5*(V + Vn)
    assert err < 1e-8
    E = 2*np.trace(c.T @ G.h0 @ c) + s2 @ vH + Ex
    w1 = c[:, 0] @ ((vS + vr)*c[:, 0] - uc[:, 0])
    return dict(e=e, c=c, V=V, gam=gam, uc=uc, s2=s2, vS=vS, vr=vr, Ex=Ex, E=E, f1=f1,
                w1=w1, green=green, T=2*np.trace(c.T @ G.T @ c))

G = Grid(12)
r, w = G.r, G.w
node_at = lambda x: int(np.argmin(abs(r - x)))
eh, ch = np.linalg.eigh(G.h0)          # hydrogenic checks of grid and Coulomb kernel
assert abs(eh[0] + Z*Z/2) < 1e-7 and abs(eh[1] + Z*Z/8) < 1e-7
assert abs(ch[:, 0]**2 @ G.C @ ch[:, 0]**2 - 5*Z/8) < 1e-7
pr = ch[:, 0]*ch[:, 1]
assert abs(pr @ G.C @ pr - 16*Z/729) < 1e-7

hf, kli = run_scf(G, 'HF'), run_scf(G, 'KLI')
oep = run_scf(G, 'OEP', kli['V'])
coarse = run_scf(Grid(10), 'OEP')
assert abs(coarse['E'] - oep['E']) < 1e-6 and abs(coarse['w1'] - oep['w1']) < 1e-5
assert hf['E'] < oep['E'] - 1e-5 and oep['E'] < kli['E'] - 1e-5

# Gaussian-basis Hartree-Fock: energy, exchange energy, Slater potential from analytic integrals
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom='Be 0 0 0', unit='Bohr', verbose=0,
            basis={'Be': [[0, [0.02*2.0**k, 1.0]] for k in range(25)]})
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-10
mf.kernel()
dm = mf.make_rdm1()
Ex_g = -0.25*np.sum(dm*mf.get_k(mol, dm))
assert abs(mf.e_tot - hf['E']) < 3e-5 and abs(Ex_g - hf['Ex']) < 5e-5
co, dev = mf.mo_coeff[:, :2], 0.
for x in (0.1, 0.7, 1.2, 2.4, 4.0):
    k = node_at(x)
    phi = (mol.eval_gto('GTOval', np.array([[0., 0., r[k]]])) @ co)[0]
    with mol.with_rinv_origin((0., 0., r[k])):
        pot = co.T @ mol.intor('int1e_rinv') @ co
    dev = max(dev, abs(-phi @ pot @ phi/(phi @ phi) - hf['vS'][k]))
assert dev < 3e-4

c, s2, vS, vr, w1, f1 = (oep[k] for k in ('c', 's2', 'vS', 'vr', 'w1', 'f1'))
vx, P, e = vS + vr, c/np.sqrt(w)[:, None], oep['e']
print(f"Be Z={Z:.0f}, grid {len(r)} nodes, R={EDGES[-1]:.0f} bohr; energies in hartree")
for name, q in (('HF', hf), ('OEP', oep), ('KLI', kli)):
    print(f"{name}: E={q['E']:.6f} Ex={q['Ex']:.6f} e1s={q['e'][0]:.5f} e2s={q['e'][1]:.5f}")
print(f"PySCF HF: E={mf.e_tot:.6f} Ex={Ex_g:.6f}, max vS deviation {dev:.1e} hartree")

# functional derivative and response part from finite differences of the orbitals
lam, miss = 5e-4, []
for r0 in (0.5, 1.0, 2.0):
    bump, st = np.diag(np.exp(-((r - r0)/0.3)**2)), []
    for sg in (1, -1):
        cc = np.linalg.eigh(G.h0 + oep['V'] + sg*lam*bump)[1][:, :2]
        gm, _, _, ss, _, ex = exchange(G, cc)
        st.append((ex, 2*ss, 1 - gm**2/(2*np.outer(ss, ss))))
    dEx, dn, dg = ((st[0][j] - st[1][j])/(2*lam) for j in range(3))
    resp_def = 0.5*(2*s2) @ (dg*G.C) @ (2*s2)
    assert abs(dEx - vx @ dn) < 2e-6 and abs(resp_def - vr @ dn) < 2e-6
    miss.append(abs(dEx - vS @ dn))
    print(f"bump r0={r0} bohr: dEx={dEx:.6f} vx.dn={vx @ dn:.6f} vS.dn={vS @ dn:.6f}"
          f" dg term={resp_def:.6f} vresp.dn={vr @ dn:.6f}")
assert max(miss) > 1e-3

# step plus orbital-shift form, the shift term by numerical differentiation
p = np.array([-oep['green'][i] @ (vx*c[:, i] - oep['uc'][:, i]) for i in range(2)]).T
p = p/np.sqrt(w)[:, None]
dP = G.D @ P
vshift = -(G.D @ (p*dP).sum(1))/(P**2).sum(1)
mid = (r > 0.05) & (r < 6)
res = abs(vr - w1*f1 - vshift)[mid].max()
assert res < 1e-4
far = abs(vr[(r > 6) & (r < RCUT)]).max()
assert far < 1e-5
n = 2*(P**2).sum(1)
dens_scale = w*(n + r*4*(P*dP).sum(1))
assert abs(vx @ dens_scale - oep['Ex']) < 1e-5 and abs(oep['T'] + oep['E']) < 1e-5
print(f"max|vresp-step-shift|={res:.1e}, max|vresp| for 6<r<12 bohr={far:.1e} hartree")
print(f"Levy-Perdew: vx {vx @ dens_scale:.6f} = vS {vS @ dens_scale:.6f}"
      f" + vresp {vr @ dens_scale:.6f}; T={oep['T']:.6f} hartree")

M11 = c[:, 0]**2 @ f1
src = c[:, 0] @ (vS*c[:, 0] - oep['uc'][:, 0])
sh1 = c[:, 0]**2 @ vshift
assert abs(w1 - (src + sh1)/(1 - M11)) < 1e-3
gap = e[0] - hf['e'][0]
assert w1 > 0 and abs(w1 - gap) < 0.02 and abs(e[1] - hf['e'][1]) < 1e-3
print(f"w1(OEP)={w1:.5f} hartree = {w1*EV:.3f} eV; w1(KLI)={kli['w1']:.5f} hartree")
print(f"e1s(OEP)-e1s(HF)={gap:.5f}, int rho vresp={2*s2 @ vr:.5f} hartree")
print(f"M11={M11:.5f} 1-M11={1 - M11:.5f} <vS-u1>={src:.5f} <vshift>={sh1:.5f} hartree")
rn = brentq(lambda x: G.at(P[:, 1], x)[0], 0.3, 1.0)
r9, r5, r1 = (brentq(lambda x: G.at(f1, x)[0] - t, rn, 3.0) for t in (0.9, 0.5, 0.1))
core = (r > 0.02) & (r < rn)
assert abs(vr[core]/w1 - 1).max() < 0.3
print(f"2s node {rn:.4f}; f1=0.9,0.5,0.1 at {r9:.4f},{r5:.4f},{r1:.4f}; width {r1 - r9:.4f} bohr")
print(f"f1 at first node={f1[0]:.4f}; core vresp from {vr[core].min():.4f}"
      f" to {vr[core].max():.4f} hartree")
xf = np.linspace(0.3, 3.0, 1081)
for name, f in (('vx', vx), ('vS', vS), ('vresp', vr), ('vshift', vshift)):
    y = G.at(f, xf)
    sl = np.gradient(y, xf)
    ex = [f"{xf[k]:.3f}:{y[k]:.4f}" for k in np.where(sl[1:]*sl[:-1] < 0)[0]]
    print(f"{name}: min slope {sl.min():.4f} hartree/bohr at {xf[sl.argmin()]:.3f} bohr;"
          f" extrema r:v {ex}")
print("r/bohr     vS      step    shift    vresp     vx     vx(KLI)   r*vS (hartree; last hartree*bohr)")
for x in (0.05, 0.2, 0.4, 0.6, 0.8, 1.0, 1.2, 1.5, 2.0, 3.0, 4.0, 6.0, 10.0):
    a = [G.at(f, x)[0] for f in (vS, w1*f1, vshift, vr, vx, kli['vS'] + kli['vr'])]
    print(f"{x:5.2f} " + " ".join(f"{t:8.4f}" for t in a) + f" {x*a[0]:9.6f}")

# tail: Poisson solution against quadrature of the hole charge outside r
for x in (1.2, 2.4, 4.0, 7.0, 12.5):
    k = node_at(x)
    wt = np.where(r > r[k], 1 - r[k]/r, 0.)
    quad, only2s = (oep['gam'][k]**2/s2[k]) @ wt, c[:, 1]**2 @ wt
    assert quad > 0 and abs(1 + r[k]*vS[k] - quad) < 1e-7
    if x >= 4:
        assert abs(only2s/quad - 1) < 1e-3
    print(f"r={x} bohr: 1+r*vS={1 + r[k]*vS[k]:.4e} hole quadrature={quad:.4e}"
          f" 2s only={only2s:.4e}")
k1, kap = np.sqrt(-2*e[0]), np.sqrt(-2*e[1])
ratio, series = quad*4*kap**2*r[k]/P[k, 1]**2, 1 + (2/kap**2 - 1/kap)/r[k]
assert abs(ratio - series) < 0.03
print(f"kappa1={k1:.4f} kappa2={kap:.4f} 1/bohr; e2s={e[1]*EV:.3f} eV")
print(f"r={r[k]:.1f} bohr: P2^2={P[k, 1]**2:.4e} 1/bohr, remainder ratio {ratio:.4f},"
      f" series {series:.4f}")
print("checks complete")
```

Output:

```
Be Z=4, grid 197 nodes, R=24 bohr; energies in hartree
HF: E=-14.573023 Ex=-2.666914 e1s=-4.73267 e2s=-0.30927
OEP: E=-14.572433 Ex=-2.665773 e1s=-4.12570 e2s=-0.30923
KLI: E=-14.572282 Ex=-2.667189 e1s=-4.16684 e2s=-0.30885
PySCF HF: E=-14.573023 Ex=-2.666914, max vS deviation 6.4e-07 hartree
bump r0=0.5 bohr: dEx=0.021385 vx.dn=0.021385 vS.dn=0.035196 dg term=-0.013811 vresp.dn=-0.013811
bump r0=1.0 bohr: dEx=0.022739 vx.dn=0.022739 vS.dn=0.059163 dg term=-0.036424 vresp.dn=-0.036424
bump r0=2.0 bohr: dEx=0.152988 vx.dn=0.152988 vS.dn=0.182303 dg term=-0.029314 vresp.dn=-0.029314
max|vresp-step-shift|=5.7e-10, max|vresp| for 6<r<12 bohr=5.5e-11 hartree
Levy-Perdew: vx -2.665773 = vS -3.006690 + vresp 0.340917; T=14.572433 hartree
w1(OEP)=0.60640 hartree = 16.501 eV; w1(KLI)=0.56199 hartree
e1s(OEP)-e1s(HF)=0.60697, int rho vresp=1.21280 hartree
M11=0.95052 1-M11=0.04948 <vS-u1>=0.02763 <vshift>=0.00238 hartree
2s node 0.5887; f1=0.9,0.5,0.1 at 0.8188,1.0367,1.3324; width 0.5136 bohr
f1 at first node=0.9645; core vresp from 0.5859 to 0.5992 hartree
vx: min slope -0.5226 hartree/bohr at 1.133 bohr; extrema r:v ['1.010:-0.3194', '1.433:-0.4383']
vS: min slope 0.0752 hartree/bohr at 3.000 bohr; extrema r:v []
vresp: min slope -1.7048 hartree/bohr at 1.052 bohr; extrema r:v ['0.545:0.5859', '0.755:0.5940', '1.657:-0.0061']
vshift: min slope -0.4880 hartree/bohr at 1.090 bohr; extrema r:v ['0.573:-0.0202', '0.950:0.0829', '1.368:-0.0286']
r/bohr     vS      step    shift    vresp     vx     vx(KLI)   r*vS (hartree; last hartree*bohr)
 0.05  -3.6534   0.5850   0.0141   0.5992  -3.0543  -3.1131 -0.182671
 0.20  -3.0176   0.5876   0.0095   0.5971  -2.4205  -2.4740 -0.603515
 0.40  -2.1726   0.5972  -0.0075   0.5897  -1.5829  -1.6193 -0.869021
 0.60  -1.5913   0.6063  -0.0196   0.5867  -1.0047  -1.0289 -0.954808
 0.80  -1.1487   0.5578   0.0337   0.5915  -0.5571  -0.6307 -0.918935
 1.00  -0.7473   0.3509   0.0762   0.4272  -0.3201  -0.4228 -0.747275
 1.20  -0.5208   0.1323  -0.0070   0.1253  -0.3955  -0.3994 -0.624905
 1.50  -0.4350   0.0222  -0.0238  -0.0016  -0.4366  -0.4152 -0.652507
 2.00  -0.3909   0.0013  -0.0040  -0.0027  -0.3936  -0.3900 -0.781858
 3.00  -0.3097   0.0000  -0.0001  -0.0001  -0.3098  -0.3097 -0.929110
 4.00  -0.2448   0.0000  -0.0000  -0.0000  -0.2448  -0.2448 -0.979294
 6.00  -0.1664   0.0000  -0.0000  -0.0000  -0.1664  -0.1664 -0.998508
10.00  -0.1000   0.0000   0.0000  -0.0000  -0.1000  -0.1000 -0.999994
r=1.2 bohr: 1+r*vS=3.7509e-01 hole quadrature=3.7509e-01 2s only=4.6802e-01
r=2.4 bohr: 1+r*vS=1.4166e-01 hole quadrature=1.4166e-01 2s only=1.4169e-01
r=4.0 bohr: 1+r*vS=2.0706e-02 hole quadrature=2.0706e-02 2s only=2.0706e-02
r=7.0 bohr: 1+r*vS=3.7988e-04 hole quadrature=3.7988e-04 2s only=3.7988e-04
r=12.5 bohr: 1+r*vS=1.4875e-07 hole quadrature=1.4875e-07 2s only=1.4875e-07
kappa1=2.8725 kappa2=0.7864 1/bohr; e2s=-8.415 eV
r=12.5 bohr: P2^2=3.9406e-06 1/bohr, remainder ratio 1.1673, series 1.1570
checks complete
```
